# Zero-point energy and the fundamental of a Morse metal-hydrogen stretch

**The situation.** To compute the dissociation energy of a diatomic metal hydride, counted from the lowest level that the molecule can occupy, from the depth of its potential well, one must subtract the zero-point energy of the stretch. Infrared spectroscopy does not measure this energy directly. It measures differences between levels, above all the fundamental, the step from the ground level to the first excited one. This question asks what half the fundamental is worth as an estimate of the zero-point energy.

The stretch is described by the Morse potential

$$V(x)=D\left(1-e^{-ax}\right)^2,\qquad x=r-r_e ,$$

where $r$ is the bond length, $r_e$ its equilibrium value, $D$ the well depth and $a$ a range parameter. Energies are counted from the minimum of $V$, the molecule does not rotate, and $\mu$ is the reduced mass. The algebra is in atomic units, with $\hbar=1$, so a frequency and its quantum of energy are the same number. Define

$$X=\frac{a^2}{2\mu},\qquad \lambda=\frac{\sqrt{2\mu D}}{a}.$$

The positive quantity $X$ is an energy, and $\lambda$ is a pure number that measures how deep the well is. In parts (a) and (b), let $x$ run over the whole line; part (e) checks that this is harmless.

## Part (a)

**Question.** Write the Schrödinger equation in the variable $z=2\lambda e^{-ax}$.

**Answer.** Since $dz/dx=-az$, the chain rule gives $d/dx=-a\,\theta$ with $\theta=z\,d/dz$. Applying it twice gives $d^2/dx^2=a^2\theta^2$, so the kinetic energy operator is

$$-\frac{1}{2\mu}\frac{d^2}{dx^2}=-X\theta^2 .$$

For the potential, note that $\lambda^2X=(2\mu D/a^2)(a^2/2\mu)=D$. With $e^{-ax}=z/(2\lambda)$,

$$V=\lambda^2X\left(1-\frac{z}{2\lambda}\right)^2=X\left(\lambda^2-\lambda z+\frac{z^2}{4}\right).$$

Division by $X$ gives

$$-\theta^2\psi+\left(\lambda^2-\lambda z+\frac{z^2}{4}\right)\psi=\frac{E}{X}\,\psi .$$

A stretched bond corresponds to $z\to0$, a strongly compressed one to large $z$.

## Part (b)

**Question.** Find the bound levels, and state how large $\lambda$ must be for a fundamental between bound levels to exist.

**Answer.** A bound level has $E<D$, so we may define $s>0$ by $s^2=\lambda^2-E/X$. For $z\to0$ the equation reduces to $\theta^2\psi=s^2\psi$, with solutions $z^{s}$ and $z^{-s}$. The first decays as $e^{-sax}$ when the bond is stretched; the second grows and is rejected. For large $z$ the leading behaviour is $e^{\pm z/2}$, and we need the decaying sign. This suggests

$$\psi=z^{s}e^{-z/2}f(z).$$

Each $\theta$ acting on $\psi$ becomes $s-z/2+\theta$ acting on $f$. Applying this twice, and remembering that $\theta$ also differentiates the factor $-z/2$, we obtain

$$\left(s-\tfrac z2+\theta\right)^2f=\left(s-\tfrac z2\right)^2f-\tfrac z2f+(2s-z)\,\theta f+\theta^2f .$$

In the Schrödinger equation the terms $s^2$ and $z^2/4$ cancel, leaving

$$-\theta^2f-(2s-z)\,\theta f+z\left(s+\tfrac12-\lambda\right)f=0 .$$

Now insert $\theta f=zf'$ and $\theta^2f=z^2f''+zf'$, and divide by $-z$:

$$zf''+(2s+1-z)f'+\left(\lambda-s-\tfrac12\right)f=0 .$$

Put $f=\sum_k c_kz^k$ and $p=\lambda-s-\tfrac12$. The coefficient of $z^k$ gives

$$c_{k+1}=\frac{k-p}{(k+1)(k+2s+1)}\,c_k .$$

Suppose that the series never ends. For large $k$ the ratio $c_{k+1}/c_k$ approaches $1/(k+1)$, which is the ratio for $e^z$. In particular it eventually exceeds $q/(k+1)$ for any chosen $q<1$, so $|f|$ grows at least as fast as a multiple of $e^{qz}$. Taking $q>\tfrac12$ shows that $\psi$ diverges at large $z$. The series must therefore end, which requires $p=v$ with $v=0,1,2,\dots$ Hence

$$s=\lambda-v-\tfrac12>0 .$$

The energy follows from the definition of $s$:

$$\frac{E_v}{X}=\lambda^2-\left(\lambda-v-\tfrac12\right)^2=2\lambda\left(v+\tfrac12\right)-\left(v+\tfrac12\right)^2 .$$

With $\omega=2\lambda X$ this reads

$$E_v=\omega\left(v+\tfrac12\right)-X\left(v+\tfrac12\right)^2,\qquad \omega=a\sqrt{\frac{2D}{\mu}} .$$

Near the minimum $V\approx Da^2x^2$. Setting this equal to $\tfrac12\mu\omega^2x^2$ gives the same $\omega$, which is therefore the harmonic frequency. The constant $X$ is the anharmonicity constant, often written $\omega_ex_e$.

The condition $s>0$ means $v<\lambda-\tfrac12$. The level $v=1$ exists if $\lambda>\tfrac32$. Diagonalizing the Hamiltonian on a grid for two shallow wells, one on each side of this threshold, agrees with it: one bound level is found at $\lambda=1.2$ and two at $\lambda=1.8$.

## Part (c)

**Question.** Let $\nu_{01}=E_1-E_0$ be the fundamental. Find $E_0-\tfrac12\nu_{01}$, explain its sign, and discuss its relative size in deep and shallow wells.

**Answer.** The two lowest levels are

$$E_0=\frac{\omega}{2}-\frac X4,\qquad E_1=\frac{3\omega}{2}-\frac{9X}{4}.$$

Their difference is $\nu_{01}=\omega-2X$, so $\tfrac12\nu_{01}=\tfrac12\omega-X$. Therefore

$$E_0-\frac{\nu_{01}}2=\left(\frac\omega2-\frac X4\right)-\left(\frac\omega2-X\right)=\frac34X .$$

Half the fundamental underestimates the zero-point energy by three quarters of the anharmonicity constant. No expansion in $X$ has been made, so for the Morse levels this is an identity whenever $\lambda>\tfrac32$.

The sign can be traced to the upper level. Anharmonicity lowers the ground level by $X/4$ but the first excited level by $9X/4$. The fundamental is thus reduced by $2X$, and half of it by $X$, whereas the zero-point energy itself has fallen by $X/4$. Half the harmonic frequency errs in the other direction: $\omega/2$ is too large by $X/4$.

For the relative size, insert $\omega=2\lambda X$ to get $E_0=X(\lambda-\tfrac14)$, and so

$$\frac{E_0-\nu_{01}/2}{E_0}=\frac{3}{4\lambda-1}.$$

In a deep well, $\lambda\to\infty$, this vanishes and the harmonic result $E_0=\nu_{01}/2$ returns. As $\lambda$ falls towards $\tfrac32$, where the first excited level is about to be lost, the fraction rises towards $3/5$.

An intermediate case is a well with $\mu=a=1$ and $D=8$ in atomic units. Then $X=\tfrac12$ and $\lambda=4$, and the formula gives a deficit of $0.375$ hartree, one fifth of the zero-point energy. Grid diagonalization gives $0.375000$ hartree. An approximation valid for weak anharmonicity alone could have failed here.

The mass matters too. For a fixed potential, $X$ is proportional to $1/\mu$, while $\omega$ is proportional to $1/\sqrt\mu$. Replacing hydrogen by deuterium therefore reduces the deficit by a larger factor than it reduces the harmonic frequency.

## Part (d)

**Question.** The first overtone $\nu_{02}=E_2-E_0$ has also been measured. Express $X$ and $E_0$ through the two observed band positions.

**Answer.** For $v=2$ the level formula gives $E_2=\tfrac52\omega-\tfrac{25}{4}X$; this level is bound if $\lambda>\tfrac52$. Then

$$\nu_{02}=\left(\frac{5\omega}{2}-\frac{25X}{4}\right)-\left(\frac\omega2-\frac X4\right)=2\omega-6X .$$

Since $2\nu_{01}=2\omega-4X$, subtraction eliminates $\omega$:

$$2\nu_{01}-\nu_{02}=2X,\qquad X=\nu_{01}-\tfrac12\nu_{02}.$$

The overtone lies below twice the fundamental, and the gap measures the anharmonicity. Part (c) now gives

$$E_0=\frac{\nu_{01}}2+\frac34\left(\nu_{01}-\frac{\nu_{02}}2\right)=\frac54\,\nu_{01}-\frac38\,\nu_{02}.$$

Two observed differences thus fix the zero-point energy, provided that the potential is of Morse form. The spacings alone cannot reveal a constant shift of all levels, a point that returns in part (g).

## Part (e)

**Question.** Evaluate the result for an Al–H stretch, treated as the free diatomic AlH, with $D=3.20$ eV, $a=1.25$ per angstrom and $r_e=1.65$ angstrom. The masses are $26.98154$ u for Al and $1.00783$ u for H. Check that the restriction $r>0$ does no harm.

**Answer.** The reduced mass is

$$\mu=\frac{26.98154\times1.00783}{26.98154+1.00783}\ \text{u}=0.97154\ \text{u},$$

which is $1771.00$ electron masses. With $D$ converted to hartree and $a$ to inverse bohr, the definition of $\lambda$ gives $\lambda=30.854$. The relations $X=D/\lambda^2$ and $\omega=2\lambda X=2D/\lambda$ then allow the rest to be done in eV:

$$X=\frac{3.20}{30.854^2}=0.00336\ \text{eV},\qquad \omega=\frac{2\times3.20}{30.854}=0.2074\ \text{eV}.$$

Half the harmonic frequency is $0.10371$ eV. The two quantities to be compared are

$$E_0=0.10371-\tfrac14(0.00336)=0.10287\ \text{eV},$$

$$\tfrac12\nu_{01}=0.10371-0.00336=0.10035\ \text{eV}.$$

The deficit is $0.10287-0.10035=0.00252$ eV, equal to $\tfrac34X$. In wavenumbers, the zero-point energy is about $830\ \text{cm}^{-1}$ and the deficit about $20\ \text{cm}^{-1}$, or 2.5 % of the zero-point energy. The extra digits are kept because a small difference is being taken; with such round parameters, $0.0025$ eV is a sufficient statement of the result.

The overtone formula gives the same zero-point energy. With $\nu_{01}=0.200705$ eV and $\nu_{02}=0.394687$ eV,

$$E_0=1.25\times0.200705-0.375\times0.394687=0.10287\ \text{eV}.$$

As an independent check, the Hamiltonian was diagonalized on 300 grid points between $r=0.1$ and $6$ angstrom. This gives $E_0=0.102874$ eV and a deficit of $0.002521$ eV, in agreement with the formulas. Going to 450 points and an outer limit of 7 angstrom moves none of the three lowest levels by more than $10^{-13}$ eV.

A bond length cannot be negative, although $x$ was allowed to run over the whole line. The ground state is $\psi_0=z^{\lambda-1/2}e^{-z/2}$, with its maximum at $z=2\lambda-1$. At $r=0$, where $z=2\lambda e^{ar_e}$, its amplitude is about $10^{-65}$ of the maximum. The restriction is irrelevant for this level. The grid used above lies entirely at $r>0$, and its ground level, fundamental and first overtone all agree with the formulas to within $10^{-8}$ eV, so the restriction does no harm to the two excited levels either.

## Part (f)

**Question.** Half the fundamental is used as the zero-point energy in computing the dissociation energy $D_0$. What happens to $D_0$ and to the equilibrium constant of $\text{AlH}\rightarrow\text{Al}+\text{H}$ at 400 K?

**Answer.** The dissociation energy from the ground level is $D_0=D-E_0$, because the separated atoms have no vibration. The correct value in this model is $3.20-0.10287=3.0971$ eV. Half the fundamental gives $3.20-0.10035=3.0996$ eV. The bond appears stronger by $\tfrac34X=0.0025$ eV.

When each partition function is counted from the ground level of its own species, the equilibrium constant contains the factor $e^{-D_0/kT}$. Hold $D$, the temperature and all the other factors fixed. The ratio of the estimated constant to the correct one is then

$$\frac{K_{\text{est}}}{K}=\exp\left(-\frac{3X}{4kT}\right)=\exp\left(-\frac{0.002521}{0.034469}\right)=0.93 ,$$

where $kT=0.034469$ eV at 400 K. An error below 0.1 % in the dissociation energy makes the equilibrium constant 7 % too small, because the error must be compared with $kT$ and not with $D_0$. At lower temperature the ratio departs further from one.

## Part (g)

**Question.** Assess what the model leaves out: (i) a departure from the Morse shape, (ii) rotation, (iii) thermal excitation, and (iv) the difference between the diatomic and a real precursor.

**Answer.** (i) Add to $V$ the term $cD(1-e^{-ax})^4$ with small positive $c$, so that the wall at short bond lengths stays repulsive. Its expansion begins with $cDa^4x^4$, so the harmonic and cubic coefficients are unchanged. The term also raises the dissociation limit to $(1+c)D$; here it serves only to test the rule for the lowest levels. To leading order its effect is the average of $cDa^4x^4$ in a harmonic state $|v\rangle$.

With ladder operators, $x=(b+b^\dagger)/\sqrt{2\mu\omega}$. The state $x^2|v\rangle$ has components $\sqrt{v(v-1)}$, $2v+1$ and $\sqrt{(v+1)(v+2)}$, each divided by $2\mu\omega$. The sum of their squares is

$$\langle x^4\rangle=\frac{v(v-1)+(2v+1)^2+(v+1)(v+2)}{4\mu^2\omega^2}=\frac{3(2v^2+2v+1)}{4\mu^2\omega^2}.$$

Using $Da^2=\tfrac12\mu\omega^2$, $a^2/\mu=2X$ and $2v^2+2v+1=2(v+\tfrac12)^2+\tfrac12$, we find the shift

$$\Delta E_v=\tfrac32cX\left(v+\tfrac12\right)^2+\tfrac38cX .$$

The first term changes the anharmonicity constant, and the rule of part (c) follows that change. The second raises all levels equally. It is invisible in the spectrum but belongs to the zero-point energy, and at this order this is where the rule fails.

For $c=0.1$, grid diagonalization gives $X=0.00289$ eV from the two bands and a deficit of $0.00228$ eV. The rule would give $\tfrac34\times0.00289=0.00217$ eV. The discrepancy is $0.00011$ eV, about 5 % of the deficit; the leading-order estimate $\tfrac38cX$ is $0.00013$ eV. The remainder comes from the next order: the levels acquire a term $y(v+\tfrac12)^3$, which changes the deficit by $-\tfrac32y$ and the $X$ read from the two bands by $-\tfrac92y$, and so changes the discrepancy by $\tfrac{15}{8}y$. Here $y\approx-8\times10^{-6}$ eV, which lowers the discrepancy by about $0.000015$ eV. The value of $c$ is an illustration, not a bound on the real departure.

(ii) The fundamental in the formulas is the band origin, with no rotation in either level. The first line on its high-energy side ends in a level with one quantum of rotation, $J=1$. The rotational energy is $J(J+1)/(2\mu r^2)$, so at $r=r_e$ the line lies $2B$ above the origin, with $B=1/(2\mu r_e^2)=0.00079$ eV. Solving with the rotational term included shows that taking this line for the origin raises half the fundamental by $0.00076$ eV. That would hide about 30 % of the deficit.

(iii) At 400 K about 0.3 % of the molecules are vibrationally excited. Their mean contribution is $0.0006$ eV per molecule above the zero-point energy. This is no error in $E_0$, but a separate term that a thermal energy must include. It is about a quarter of the deficit.

(iv) The parameters are round numbers in the rough range of the Al–H bond, and the model fundamental, about $1619\ \text{cm}^{-1}$, lies in the region expected for such a stretch. The deficit is sensitive to the range parameter: at fixed $\mu$ it varies as $a^2$, so a value of $a$ larger by 10 % raises it by 21 %. Alane precursors used for deposition are polyatomic. Their Al–H stretches couple to one another and to bending motions, which breaks the assumption of a single isolated mode. The size of that coupling is not estimated here, so $0.0025$ eV should not simply be multiplied by the number of Al–H bonds. Corrections to the Born–Oppenheimer potential are also left out. So is spin–orbit coupling in the Al atom. The relation $D_0=D-E_0$ of part (f) assumes that $D$ is counted to the lowest atomic levels. The $^2P_{1/2}$ ground level of Al lies about $75\ \text{cm}^{-1}$ ($0.009$ eV) below the average of the $^2P$ levels, which is what a calculation without spin–orbit coupling gives. This shift is more than three times the deficit. The remaining digits of the example are in the numerical output below.

## Table of computed values

```
Well depth D                            3.20 eV
Range parameter a                       1.25 1/angstrom
Bond length r_e                         1.65 angstrom
Temperature                             400 K
Mass of Al                              26.98154 u
Mass of H                               1.00783 u
Reduced mass                            0.97154 u
Reduced mass                            1771.00 electron masses
lambda                                  30.854 (no unit)
Harmonic frequency omega                0.207428 eV
Anharmonicity constant X                0.003361 eV
Anharmonicity constant X                27.11 cm^-1
Fundamental nu                          0.200705 eV
Fundamental nu                          1618.8 cm^-1
First overtone nu_02                    0.394687 eV
Half the fundamental                    0.100352 eV
Half the harmonic frequency             0.103714 eV
Zero-point energy, formula              0.102874 eV
Zero-point energy, grid                 0.102874 eV
Zero-point energy from nu and nu_02     0.102874 eV
Zero-point energy                       829.7 cm^-1
Deficit of nu/2, formula 3X/4           0.002521 eV
Deficit of nu/2, grid                   0.002521 eV
Deficit of nu/2                         20.33 cm^-1
Deficit relative to zero-point energy   2.45 %
Excess of omega/2 over zero-point       0.000840 eV
Largest grid shift, lowest 3 levels     5.0e-14 eV
Strong well, lambda = 4: deficit, grid  0.375000 hartree
Bound levels at lambda = 1.2 and 1.8    1 and 2
D_0 with true zero-point energy         3.097126 eV
D_0 with half the fundamental           3.099648 eV
kT                                      0.034469 eV
Dissociation constant, nu/2 over true   0.9295 (ratio)
Non-Morse: relative quartic term        0.10 (no unit)
Non-Morse: X from nu and nu_02          0.002891 eV
Non-Morse: deficit of nu/2, grid        0.002280 eV
Non-Morse: deficit minus 3X/4           0.000112 eV
Rotational constant at r_e              0.000790 eV
Rise of nu/2 if first line is read      0.000761 eV
Thermal vibrational energy              0.000596 eV
Fraction of molecules with v > 0        0.296 %
log10 of relative amplitude at r = 0    -64.8 (no unit)
```
